# Potential decay beside a metal contact on doped and undoped graphene, part 2

Graphene lies in the plane $z=0$, and a wide metal contact covers $x<0$. How does the contact's disturbance decay with distance $x$ from its edge? The model is Thomas-Fermi mean-field theory at zero temperature, in SI units.

The Dirac energy minus the Fermi energy is $U$. It equals $U_c$ at the metal and tends to $U_\infty$ far away. We write $u=U-U_\infty$, $u_0=U_c-U_\infty$ and $E_0=|U_\infty|$; both metal faces hold $u=u_0$. Positive $U$ means holes. The net hole density is $U|U|/(\pi\hbar^2v^2)$ and the Fermi wavenumber is $k_F=|U|/\hbar v$, where $v$ is the carrier velocity. An electron has charge $-e$. The Coulomb strength is

$$
\alpha=\frac{e^2}{4\pi\varepsilon_0\kappa\hbar v},\qquad \kappa=\frac{\kappa_1+\kappa_2}{2}, \tag{2}
$$

with relative permittivities $\kappa_1$ above the sheet and $\kappa_2$ below.

A first derivation treated the contact as a potential step. It found the induced charge, in potential-energy units, to be $g\to u_0/(\pi x)$, and hence

$$
U(x)\to\sqrt{\frac{\hbar v\,U_c}{2\pi\alpha x}}\quad\text{(undoped)},\qquad
u(x)\to\frac{\hbar v\,u_0}{4\pi\alpha E_0x}\quad\text{(doped)}. \tag{1}
$$

Both follow from the local formula

$$
U|U|=U_\infty|U_\infty|+\frac{\hbar v\,u_0}{2\pi\alpha x}. \tag{6}
$$

For small $u$ on a doped sheet, $g\simeq qu$ with $q=4\alpha E_0/\hbar v$. The relative correction to the far charge falls as $1/x$ without doping; with doping it is

$$
\frac{\ln(x/x_1)}{\pi qx}, \tag{9}
$$

where the length $x_1$ depends on the potential near the edge.

Weak doping ends the root law near

$$
x_d=\frac{\hbar vU_c}{2\pi\alpha E_0^2}. \tag{10}
$$

At temperature $T$ it ends where $U$ has fallen to about $4\ln2\,k_BT$.

Geometry multiplies the far charge by $W/(x+W)$ for contact width $W$, and by $(2\kappa_1+\kappa_2)/(\kappa_1+\kappa_2)$ for a tall vertical metal wall. A gate at depth $d$ changes only the substrate-side field, to

$$
\frac{u_0}{d(e^a-1)}=\frac{u_0}{\pi x}\,\frac a{e^a-1},\qquad a=\frac{\pi x}d. \tag{13}
$$

The two sides contribute to the charge in proportion to their permittivities.

A second derivation starts from the charge at each position $t>0$ on the sheet. Its equations, still to be solved for the far charge, are

$$
g=\frac{2\alpha}{\hbar v}\left(U|U|-U_\infty|U_\infty|\right), \tag{14}
$$

$$
u(x)=u_0-\frac1\pi\int_0^\infty
\ln\left|\frac{\sqrt x+\sqrt t}{\sqrt x-\sqrt t}\right|g(t)\,dt. \tag{16}
$$

### The far charge from a convolution

Set $x=e^y$, $t=e^{y'}$ and $h=tg(t)$. Then $g\,dt=h\,dy'$. The ratio $\sqrt{x/t}$ equals $e^{(y-y')/2}$, so the logarithm depends on the difference $y-y'$ alone:

$$
u(y)=u_0-\frac1\pi\int_{-\infty}^{\infty}K(y-y')h(y')\,dy',\qquad
K(y)=-\ln\tanh\frac{|y|}4. \tag{17}
$$

At large $|y|$ the kernel falls as $2e^{-|y|/2}$. The potential at $x$ is thus governed mainly by charge at distances comparable with $x$ on a logarithmic scale.

This equation excludes a nonzero final value of $u$. Since $U|U|$ increases steadily with $U$, such a value would give $g$ a nonzero limit. Then $h$ would grow as $e^{y'}$, faster than $K$ falls, and the integral would diverge.

Assume now that $h$ is bounded and tends to a constant $h_\infty$. Far from the edge, the integral in (17) tends to $h_\infty\int K\,dy$. To find the area, put $r=e^{-y/2}$ for $y>0$, so that $dy=-2\,dr/r$ and

$$
K=\ln\frac{1+r}{1-r}=2\sum_{m=0}^\infty\frac{r^{2m+1}}{2m+1}.
$$

Both signs of $y$ contribute equally. Therefore

$$
\int_{-\infty}^{\infty}K\,dy
=8\sum_{m=0}^\infty\frac1{2m+1}\int_0^1r^{2m}dr
=8\sum_{m=0}^\infty\frac1{(2m+1)^2}=\pi^2, \tag{18}
$$

because the last sum equals $\pi^2/8$. The condition $u\to0$ becomes $0=u_0-\pi h_\infty$, or

$$
h_\infty=\frac{u_0}\pi,\qquad g(x)\to\frac{u_0}{\pi x}. \tag{19}
$$

This is the charge found from the step. With $U_\infty=0$, (14) gives $2\alpha U^2/\hbar v=U_c/(\pi x)$, hence the root law. With doping, $g\simeq qu$ and hence $u\to u_0/(\pi qx)$. Both laws in (1) are recovered.

### Where the slower law comes from

Since a constant $h_\infty=u_0/\pi$ cancels $u_0$, (17) can be written as

$$
u(y)=\frac1\pi\int_{-\infty}^{\infty}K(y-y')\,[h_\infty-h(y')]\,dy'.
$$

At large $x$ the tail of the kernel is $K\simeq2\sqrt{t/x}$. If the missing charge $h_\infty-h$ falls fast enough, this yields

$$
u\simeq\frac2{\pi\sqrt x}\int_0^\infty\left[\frac{u_0}\pi-tg(t)\right]\frac{dt}{\sqrt t}. \tag{20}
$$

The corrections found in the first derivation fall as $1/t$ or $(\ln t)/t$, so the integral converges. A missing charge near the edge thus produces an inverse-square-root potential. In undoped graphene with $U_c>0$ the integral is positive, and it must take the value that gives the prefactor of the root law. In doped graphene it must vanish, because an $x^{-1/2}$ potential would induce more charge than (19) allows. The doped sheet rearranges its charge near the edge until this slow term is gone.

### What each derivation assumes

Both derivations use the local carrier density, a static mean field, a sharp edge and a metal with the same potential energy $u_0$ on both faces.

The first assumes that the potential decays, and then confirms that what it neglected is small. It needs little knowledge of the edge beyond an integrable potential there, and it adapts easily to a strip, a wall or a gate.

The second obtains the vanishing of $u$ from a bounded solution, but assumes that $xg$ has a limit. It relies on the Green function of one particular geometry. In return it contains the whole profile and can be solved numerically without assuming the far charge. Such solutions support the assumed limit: the local exponent is $-0.4999$ at $10^4$ nm for the undoped sheet, and $-1.000$ at $10^5$ nm for both signs of doping in the example below.

### A worked example

Take $v=10^6$ m/s, $\kappa_1=1$, $\kappa_2=3.9$ and $U_c=0.3$ eV. Then $\hbar v=0.6582$ eV nm, $\kappa=2.45$ and $\alpha=0.893$. The root law can be written $U=U_c\sqrt{\ell/x}$, with

$$
\ell=\frac{\hbar v}{2\pi\alpha U_c}
=\frac{0.6582}{2\pi(0.893)(0.3)}\ \text{nm}=0.391\ \text{nm}.
$$

At 100 nm this gives $300\sqrt{0.00391}=18.8$ meV.

For the doped sheets take $U_\infty=+0.1$ eV (p-type) or $-0.1$ eV (n-type), a density of $7.3\times10^{11}$ cm$^{-2}$. Then $q=4(0.893)(0.1)/0.6582=0.543$ nm$^{-1}$. The contact value $U_c$ is held fixed, so $u_0$ is 0.2 eV for p-type and 0.4 eV for n-type. At 100 nm the inverse law gives $200/(\pi\times0.543\times100)=1.17$ meV for the p-type sheet.

The numerical solution of (16) and the laws compare as follows, in meV:

| $x$ (nm) | undoped: solved / law | p-type: solved / law | n-type: solved / law |
|---|---|---|---|
| 10 | 56.4 / 59.3 | 11.8 / 11.7 | 33.3 / 23.5 |
| 100 | 18.65 / 18.76 | 1.19 / 1.17 | 2.46 / 2.35 |
| 1000 | 5.929 / 5.933 | 0.1177 / 0.1173 | 0.2361 / 0.2346 |

The error of the root law, relative to that law, is $-0.58$ per cent at 100 nm and $-0.059$ per cent at 1000 nm. It falls as $1/x$, as derived. For the p-type sheet, $x$ times the relative error grows with $\ln x$ at a rate of 0.586 nm between $10^4$ and $10^5$ nm; (9) predicts $1/(\pi q)=0.587$ nm.

The close p-type agreement at 10 nm is partly a cancellation. The nonlinear local formula (6) gives

$$
u=\sqrt{0.01+\frac{0.1173\times0.2}{10}}\ \text{eV}-0.1\ \text{eV}=11.1\ \text{meV},
$$

where $0.1173$ eV nm is $\hbar v/(2\pi\alpha)$. Nonlinearity thus lowers the linear result, while the correction to the far charge raises it again. For the n-type sheet both effects raise $u$, and the inverse law is poor at 10 nm. A p-n crossing lies nearby: the integral equation puts it at 3.8 nm and (6) at 4.7 nm.

### Limits of the carrier model

Thomas-Fermi theory requires the Fermi wavenumber $|U|/\hbar v$ to change little over its own inverse. The measure is $\hbar v|U'|/U^2$. For the root law $U'=-U/(2x)$, so it equals $\hbar v/(2xU)$ and falls as $x^{-1/2}$. Its values are 0.55, 0.18 and 0.055 at 10, 100 and 1000 nm. The theory improves with distance, but the 10 nm entries are rough estimates. It fails at a p-n crossing, where $U=0$. Friedel oscillations and metal-derived states near the edge are also left out.

Exchange between carriers makes the velocity depend on wavenumber. To first order in the unscreened interaction $2\pi\alpha\hbar v/|\mathbf k-\mathbf p|$, the exchange energy of a state with the filled lower band is minus the integral, over $d^2p/(2\pi)^2$, of this interaction times the squared overlap of the two states. The squared overlap is $(1-\cos\vartheta)/2$ for a state of the upper band and $(1+\cos\vartheta)/2$ for one of the lower band. The part without the cosine shifts both bands alike. The cosine part raises the upper band, and lowers the lower band, by

$$
\frac{\alpha\hbar v}{4\pi}\int p\,dp\int_0^{2\pi}d\vartheta\,
\frac{\cos\vartheta}{|\mathbf k-\mathbf p|},
$$

where $\vartheta$ is the angle between $\mathbf k$ and $\mathbf p$. For $p\gg k$, $1/|\mathbf k-\mathbf p|\simeq p^{-1}(1+k\cos\vartheta/p)$. The angular integral is $\pi k/p^2$, and the energy gains $(\alpha/4)\hbar vk\ln(\Lambda/k)$ with a cutoff $\Lambda$. The velocity thus rises slowly as the carriers thin out. Since $k_F\propto x^{-1/2}$, the rise between 10 and 100 nm is $(\alpha/4)\ln\sqrt{10}=0.26$ of the bare velocity. This figure uses the unscreened interaction and is too large at $\alpha\simeq0.9$: screening by the filled band in the random-phase approximation, whose static dielectric factor is $1+\pi\alpha/2=2.4$, lowers it to about 0.12, which is still not negligible. It leaves the electrostatic charge law unchanged but makes $U$ fall more slowly than the mean-field root law.

### Graphene on silica

The example uses rough typical values for graphene on silica in air; contact offsets of a few tenths of an electronvolt are a plausible range. The assumptions of low temperature and neutrality need particular care here. At 300 K, $4\ln2\,k_BT=72$ meV and the root law ends near 7 nm, where the local theory is only rough, so no clear root law forms. The solved potential at 100 nm drops from 18.7 to 5.1 meV. At 4 K the same estimate gives about $4\times10^4$ nm, so heat is then no obstacle at 100 nm. A residual doping of $10^{11}$ cm$^{-2}$, a rough value for an ordinary sample, has a Fermi energy of 37 meV and ends the root law near 26 nm by (10). This treats the residual charge as uniform; on silica it usually forms puddles of electrons and holes, which the model leaves out. The model therefore predicts a clear root law only for cold and much cleaner sheets.

A real contact can also differ between its two faces. On the substrate side the covered graphene sets the step $U_c$. On the air side the step is the difference between the work functions of the bare metal and of neutral graphene, which need not equal $U_c$. If it is 0.6 eV instead of 0.3 eV, the far charge beside an undoped sheet is multiplied by $(0.6\kappa_1+0.3\kappa_2)/[0.3(\kappa_1+\kappa_2)]\simeq1.2$, and the root law rises by about a tenth.

Geometry matters less at 100 nm. With each change made alone, the step approximation multiplies the far charge by about 0.91 for a contact 1000 nm wide, by about 0.65 for a gate 300 nm below, and by about 1.2 for a tall vertical wall. The undoped potential changes by roughly the square roots of these factors, and the doped disturbance by roughly the factors themselves. The gate also changes the slope: because its factor falls with distance, (13) steepens the local exponent of the undoped potential at 100 nm from about $-0.5$ to about $-0.7$. Band curvature is minor: a count of states in a nearest-neighbour lattice model agrees with the cone density to well within one per cent at 0.3 eV, and a second-neighbour hopping of a tenth of the first would shift it by about two per cent. The field normal to the sheet at 10 nm is $u_0/(\pi ex)\simeq0.1$ MV/cm in the undoped case, far below the roughly 10 MV/cm at which silica breaks down. The remaining values are in the numerical output.

## Computed values

```
velocity 1.00e+06 m/s; hbar*v 0.6582 eV nm
permittivities: air 1.0, substrate 3.9, mean 2.45
alpha 0.8929; Uc 0.3 eV; doped |Uinf| 0.1 eV
root-law length hv/(2 pi alpha Uc): 0.3911 nm
doped: density 7.347e+11 cm^-2
doped: screening wavenumber q 0.5426 nm^-1
kernel area 9.86960; pi^2 9.86960
x = 10 nm, potentials in meV:
  undoped U: solved 56.372, root law 59.326
  p-doped u: solved 11.8431, inverse law 11.7318
  n-doped u: solved 33.3247, inverse law 23.4637
  undoped hole density 2.335e+11 cm^-2
  undoped TF parameter hv|U'|/U^2 0.555
x = 100 nm, potentials in meV:
  undoped U: solved 18.651, root law 18.760
  p-doped u: solved 1.1941, inverse law 1.1732
  n-doped u: solved 2.4629, inverse law 2.3464
  undoped hole density 2.556e+10 cm^-2
  undoped TF parameter hv|U'|/U^2 0.175
x = 1000 nm, potentials in meV:
  undoped U: solved 5.929, root law 5.933
  p-doped u: solved 0.1177, inverse law 0.1173
  n-doped u: solved 0.2361, inverse law 0.2346
  undoped hole density 2.583e+09 cm^-2
  undoped TF parameter hv|U'|/U^2 0.055
exponent, undoped at 1e4 nm: -0.49994
exponent, p-doped at 1e5 nm: -1.00005
exponent, n-doped at 1e5 nm: -1.00008
root-law relative error: -5.808e-03 at 100 nm, -5.926e-04 at 1000 nm
p-doped log coefficient: solved 0.5885 nm, 1/(pi q) 0.5866 nm
p-n crossing: solved 3.82 nm, local formula 4.69 nm
weak doping 5 meV: largest crossover error 0.87 %
T = 4 K: 4 ln2 kT 0.956 meV, root law ends near 3.85e+04 nm
  solved U: 56.369 meV at 10 nm, 18.641 meV at 100 nm
T = 300 K: 4 ln2 kT 71.677 meV, root law ends near 6.85 nm
  solved U: 41.592 meV at 10 nm, 5.118 meV at 100 nm
exponent, undoped 300 K at 1e5 nm: -1.00015
residual doping 1e+11 cm^-2: Fermi energy 36.89 meV
  root law ends near 25.9 nm
charge factors at 100 nm (U changes by the square root):
  contact width 1000 nm: 0.909
  gate 300 nm below: 0.655
  tall vertical metal wall: 1.204
exchange: velocity slope alpha/4 0.223 per unit ln(cutoff/k)
  rise from 10 to 100 nm, in bare v: 0.257
lattice/cone density at Uc: 1.0025 (a = 0.246 nm)
normal field at 10 nm, undoped: 0.0955 MV/cm
```
